# Thermal Density Matrix and Gaussian Displacements of a Harmonic Oscillator

## 1. What goes wrong without the quantum distribution

Classical equipartition assigns a harmonic coordinate of mass $M$ and angular frequency $\omega$ the displacement variance $kT/M\omega^2$. This vanishes as $T\to0$, so a cold atom would sit still at its equilibrium position. For the NaCl bond stretch treated in section 8, the classical rms displacement at 100 K is 0.068 bohr, while the quantum value in the same harmonic model is 0.110 bohr.

Repairing the variance alone is not enough. The energy levels give the mean energy, and from it one can find $\langle x^2\rangle$, but that says nothing about the shape of the distribution. The shape needs an argument, because the density of each excited level has nodes and is not Gaussian. Whether a thermal mixture of such densities is Gaussian must be settled by summing them, and Mehler's formula does the sum.

## 2. The model and the quantity to be found

The Hamiltonian, for $x$ on the whole line, is

$$H=\frac{p^2}{2M}+\frac12M\omega^2x^2,\qquad \omega>0 .$$

The oscillator is in canonical equilibrium at temperature $T>0$. Define

$$u=\frac{\hbar\omega}{kT},\qquad t=e^{-u},\qquad q=x\sqrt{\frac{M\omega}{\hbar}} .$$

Thus $0<t<1$, and $q$ is dimensionless. A prime on $q$ goes with a prime on $x$.

The starting point is the standard solution of the oscillator: $E_n=\hbar\omega(n+\tfrac12)$ for $n=0,1,2,\dots$, with real normalized eigenfunctions

$$\phi_n(x)=\left(\frac{M\omega}{\pi\hbar}\right)^{1/4}\frac{H_n(q)}{\sqrt{2^n n!}}\,e^{-q^2/2},\qquad H_n(q)=(-1)^n e^{q^2}\frac{d^n}{dq^n}e^{-q^2}.$$

The density matrix in the position representation is

$$\rho(x,x')=\frac1Z\sum_{n=0}^\infty e^{-E_n/kT}\phi_n(x)\phi_n(x'),\qquad Z=\sum_{n=0}^\infty e^{-E_n/kT}.$$

Its diagonal $P(x)=\rho(x,x)$ is the probability density of the displacement. Since $e^{-E_n/kT}=e^{-u/2}t^n$, inserting the eigenfunctions gives

$$\rho(x,x')=\frac{e^{-u/2}}{Z}\sqrt{\frac{M\omega}{\pi\hbar}}\;e^{-(q^2+q'^2)/2}\,S,\qquad S=\sum_{n=0}^\infty\frac{t^n}{2^n n!}H_n(q)H_n(q').\tag{1}$$

Everything now rests on the sum $S$.

## 3. Mehler's formula

**Two representations of the Hermite polynomials.** Completing the square, $-s^2+2iqs=-(s-iq)^2-q^2$, shows that

$$e^{-q^2}=\frac1{\sqrt\pi}\int_{-\infty}^{\infty}e^{-s^2+2iqs}\,ds .$$

Each derivative with respect to $q$ brings down a factor $2is$. The definition of $H_n$ supplies $(-1)^n$ and $e^{q^2}$, so

$$H_n(q)=\frac{e^{q^2}}{\sqrt\pi}\int_{-\infty}^{\infty}(-2is)^n e^{-s^2+2iqs}\,ds .\tag{2}$$

The second representation comes from the Taylor series of a shifted Gaussian:

$$e^{-(q'-w)^2}=\sum_{n=0}^\infty\frac{(-w)^n}{n!}\frac{d^n}{dq'^n}e^{-q'^2}=e^{-q'^2}\sum_{n=0}^\infty\frac{w^n}{n!}H_n(q').$$

Multiplication by $e^{q'^2}$ gives the generating function

$$\sum_{n=0}^\infty\frac{w^n}{n!}H_n(q')=e^{2q'w-w^2},\tag{3}$$

which holds for every complex $w$, since the shifted Gaussian is an entire function of $w$.

**The sum.** Use (2) for $H_n(q)$ in $S$ and leave $H_n(q')$ as it is. The powers combine as $t^n(-2is)^n/2^n=(-its)^n$. With $w=-its$, exchanging sum and integral gives

$$S=\frac{e^{q^2}}{\sqrt\pi}\int_{-\infty}^{\infty}ds\,e^{-s^2+2iqs}\sum_{n=0}^\infty\frac{w^n}{n!}H_n(q').$$

The exchange is allowed if the sum of absolute values is integrable. Multiply out the power series of $e^{2q'w}$ and $e^{-w^2}$: the coefficient $H_n(q')/n!$ is then a finite sum of signed terms. Replacing each term by its absolute value gives the coefficients of $e^{2|q'|w+w^2}$. Hence

$$\sum_{n=0}^\infty\frac{|w|^n}{n!}|H_n(q')|\le e^{2|q'||w|+|w|^2}=e^{2t|q'||s|+t^2s^2}.$$

Multiplied by $e^{-s^2}$, the bound behaves as $e^{-(1-t^2)s^2+2t|q'||s|}$, which is integrable because $t<1$.

Now apply (3). For $w=-its$ we have $2q'w=-2itq's$ and $-w^2=+t^2s^2$, so

$$S=\frac{e^{q^2}}{\sqrt\pi}\int_{-\infty}^{\infty}e^{-(1-t^2)s^2+2i(q-tq')s}\,ds .$$

For $a>0$ and real $b$, $\int e^{-as^2+2ibs}ds=\sqrt{\pi/a}\,e^{-b^2/a}$. With $a=1-t^2$ and $b=q-tq'$,

$$S=\frac1{\sqrt{1-t^2}}\exp\left[q^2-\frac{(q-tq')^2}{1-t^2}\right].$$

Over the common denominator $1-t^2$, the numerator of the exponent is

$$q^2-t^2q^2-q^2+2tqq'-t^2q'^2=2tqq'-t^2(q^2+q'^2).$$

This gives Mehler's formula:

$$S=\frac1{\sqrt{1-t^2}}\exp\left[\frac{2tqq'-t^2(q^2+q'^2)}{1-t^2}\right].\tag{4}$$

As a numerical instance, at $q=0.8$, $q'=-0.5$ and $t=0.6$ both the sum over levels and the closed form give 0.35790723.

## 4. The density matrix

The partition function is a geometric series:

$$Z=e^{-u/2}\sum_{n=0}^\infty t^n=\frac{e^{-u/2}}{1-e^{-u}}=\frac1{2\sinh(u/2)} .$$

It follows that $e^{-u/2}/Z=1-t$. The dimensionless prefactor in (1), together with that of $S$, is therefore

$$\frac{1-t}{\sqrt{(1-t)(1+t)}}=\sqrt{\frac{1-t}{1+t}}=\sqrt{\tanh\frac u2}.$$

The last equality follows on multiplying numerator and denominator of $(1-e^{-u})/(1+e^{-u})$ by $e^{u/2}$.

For the exponent, add $-(q^2+q'^2)/2$ to that of (4). The coefficient of $q^2+q'^2$ becomes

$$-\frac12-\frac{t^2}{1-t^2}=-\frac{1+t^2}{2(1-t^2)},$$

so the total exponent is

$$-\frac{(1+t^2)(q^2+q'^2)-4tqq'}{2(1-t^2)} .$$

The cross term is removed by $Q_\pm=q\pm q'$, for which $q^2+q'^2=\tfrac12(Q_+^2+Q_-^2)$ and $qq'=\tfrac14(Q_+^2-Q_-^2)$. The numerator becomes

$$\frac{1+t^2}2(Q_+^2+Q_-^2)-t(Q_+^2-Q_-^2)=\frac12\left[(1-t)^2Q_+^2+(1+t)^2Q_-^2\right].$$

Dividing by $2(1-t)(1+t)$ leaves the exponent

$$-\frac14\left[\frac{1-t}{1+t}Q_+^2+\frac{1+t}{1-t}Q_-^2\right].$$

In the original variables,

$$\boxed{\rho(x,x')=\sqrt{\frac{M\omega\tanh(u/2)}{\pi\hbar}}\exp\left\{-\frac{M\omega}{4\hbar}\left[(x+x')^2\tanh\frac u2+(x-x')^2\coth\frac u2\right]\right\}}\tag{5}$$

## 5. The displacement is Gaussian

Set $x'=x$ in (5). The second term in the exponent vanishes, and $(x+x')^2=4x^2$:

$$P(x)=\sqrt{\frac{M\omega\tanh(u/2)}{\pi\hbar}}\exp\left[-\frac{M\omega}{\hbar}\tanh\left(\frac u2\right)x^2\right].$$

Comparison with $e^{-x^2/2\sigma^2}$ requires $1/2\sigma^2=(M\omega/\hbar)\tanh(u/2)$. Thus

$$\boxed{P(x)=\frac{e^{-x^2/2\sigma^2}}{\sqrt{2\pi\sigma^2}},\qquad \sigma^2=\frac{\hbar}{2M\omega}\coth\frac{\hbar\omega}{2kT}}\tag{6}$$

The prefactor agrees, because $M\omega\tanh(u/2)/\pi\hbar=1/2\pi\sigma^2$. No approximation in temperature was made: (6) holds for every $T>0$. For $t\to0$ it passes into the ground-state density, which is the result at $T=0$.

The average of a phase factor, which enters scattering from vibrating atoms, follows by completing the square:

$$\langle e^{i\kappa x}\rangle=\int_{-\infty}^{\infty}P(x)e^{i\kappa x}dx=e^{-\kappa^2\sigma^2/2}.\tag{7}$$

Expanding both sides in $\kappa$ gives the moments. At order $\kappa^4$, $\langle x^4\rangle/24=\sigma^4/8$, so $\langle x^4\rangle=3\sigma^4$. At order $\kappa^6$, $\langle x^6\rangle/720=\sigma^6/48$, so $\langle x^6\rangle=15\sigma^6$.

**The role of the Boltzmann weights.** The ratio $\langle x^4\rangle/\langle x^2\rangle^2$ is 3 for a centred Gaussian. The level $n=1$ has density $2q^2e^{-q^2}/\sqrt\pi$ in $q$, with $\langle q^2\rangle=3/2$ and $\langle q^4\rangle=15/4$, so its ratio is $5/3$. The ground state has $\langle q^2\rangle=1/2$ and $\langle q^4\rangle=3/4$. An equal mixture of these two levels therefore has $\langle q^2\rangle=1$ and $\langle q^4\rangle=9/4$, and its ratio is $9/4$. Mixing levels does not by itself produce a Gaussian; the geometric weights $t^n$ do.

**Several modes.** In a harmonic crystal the displacement of an atom along a fixed direction is a linear combination $X=\sum_s c_sx_s$ of normal coordinates. The Hamiltonian is a sum over modes, so in equilibrium the density matrix is a product and the $x_s$ are independent. By (7),

$$\langle e^{i\kappa X}\rangle=\prod_s e^{-\kappa^2c_s^2\sigma_s^2/2}=\exp\left(-\frac{\kappa^2}2\sum_sc_s^2\sigma_s^2\right).$$

This is the characteristic function of a Gaussian with variance $\sum_sc_s^2\sigma_s^2$, provided that this sum is finite. A mode with $\omega=0$, such as free translation of the whole crystal, must be excluded: its variance diverges.

## 6. Off the diagonal: coherence and momentum

Let $X=(x+x')/2$ now denote the midpoint and $d=x-x'$ the separation. Equation (5) factorizes:

$$\rho=P(X)\,e^{-d^2/2\xi^2},\qquad \xi^2=\frac{2\hbar}{M\omega}\tanh\frac u2 .$$

The coherence length $\xi$ is the separation over which $\rho$ falls off away from the diagonal at fixed midpoint. Part of this fall-off only reflects the finite width of the state. Using $2(x^2+x'^2)=(x+x')^2+d^2$ and $\coth\frac u2-\tanh\frac u2=2/\sinh u$, equation (5) gives $\rho(x,x')/\sqrt{P(x)P(x')}=\exp[-M\omega d^2/(2\hbar\sinh u)]$. For $u\ll1$ this decays on the scale $\xi$. For $T\to0$ it tends to 1 at every $d$, as it must for a pure state, while $\xi\to2\sigma$. The length $\xi$ also fixes the momentum spread. In the position representation

$$\langle p^2\rangle=-\hbar^2\int dx\left[\frac{\partial^2\rho(x,x')}{\partial x^2}\right]_{x'=x}.$$

Since $\partial_x=\tfrac12\partial_X+\partial_d$, the second derivative is $\tfrac14\partial_X^2+\partial_X\partial_d+\partial_d^2$. At $d=0$ the first term gives $\tfrac14P''(X)$, whose integral vanishes. The second gives zero, because the Gaussian in $d$ has zero slope there. The third gives $-P/\xi^2$. Hence

$$\langle p^2\rangle=\frac{\hbar^2}{\xi^2}=\frac{M\hbar\omega}2\coth\frac u2 .$$

Heating widens $P(x)$ and shortens $\xi$, while the product $\sigma\xi=\hbar/M\omega$ stays fixed. The kinetic and potential energies, $\langle p^2\rangle/2M$ and $\tfrac12M\omega^2\sigma^2$, both equal $\tfrac14\hbar\omega\coth(u/2)$. Their sum agrees with the mean energy obtained from $Z$:

$$-\frac{\partial\ln Z}{\partial(1/kT)}=\hbar\omega\frac{d}{du}\ln\left(2\sinh\frac u2\right)=\frac{\hbar\omega}2\coth\frac u2 .$$

## 7. Cold and hot limits

For $kT\ll\hbar\omega$, write $\coth(u/2)=(1+t)/(1-t)=1+2t+O(t^2)$. Then

$$\sigma^2=\frac{\hbar}{2M\omega}\left[1+2e^{-u}+O(e^{-2u})\right].$$

The zero-point variance remains, and thermal corrections are exponentially small because the first excited level costs $\hbar\omega$. This holds for one mode. In a crystal the acoustic modes reach down to zero frequency, and the correction to an atom's variance is a power law instead: for a three-dimensional Debye spectrum with Debye temperature $\Theta$ its relative size is about $6.6\,(T/\Theta)^2$ at low $T$.

For $kT\gg\hbar\omega$, put $y=u/2$ and expand

$$\coth y=\frac{1+y^2/2+O(y^4)}{y\,[1+y^2/6+O(y^4)]}=\frac1y\left[1+\frac{y^2}3+O(y^4)\right].$$

Since $(\hbar/2M\omega)(2/u)=kT/M\omega^2$,

$$\sigma^2=\frac{kT}{M\omega^2}\left[1+\frac{u^2}{12}+O(u^4)\right].$$

The leading term is the equipartition result, and $\hbar$ first appears in the correction.

At any finite temperature, $\coth y>1$ and, because $\tanh y<y$, also $\coth y>1/y$. The quantum variance therefore exceeds both the zero-point value and the classical value.

## 8. Worked example: the NaCl bond stretch

Take a gaseous $^{23}$Na$^{35}$Cl molecule without rotation. Here $x$ is the bond length minus its equilibrium value, and $M$ is the reduced mass. The potential curve comes from restricted Hartree–Fock theory in the def2-TZVP basis, which leaves out electron correlation and relativity. The numbers below are results of this model, not measurements, and they are not converged in the basis to the digits shown. In the larger def2-QZVP basis the minimum moves to 4.520 bohr, $K$ to 0.0671 hartree/bohr² and $\hbar\omega/k$ to 514 K. This raises $\sigma$ by 0.5 to 1% and the variance in section 9 to 0.0180 bohr², while the mean shift, the 2.8% and the skewness given there keep their values. Adding correlation at the MP2 level in the def2-TZVPD basis shortens the bond by about 0.04 bohr and hardly changes $K$. In Hartree atomic units $\hbar=1$.

The curve has its minimum at 4.505 bohr, with force constant $K=0.06836$ hartree/bohr². With $M=25284.7\,m_e$,

$$\hbar\omega=\sqrt{\frac{0.06836}{25284.7}}=0.001644\ \text{hartree},\qquad \frac{\hbar\omega}k=519.2\ \text{K}.$$

The zero-point variance is

$$\frac1{2M\omega}=\frac1{2(25284.7)(0.001644)}=0.0120\ \text{bohr}^2,$$

with rms value 0.110 bohr. At 300 K, $u=519.2/300=1.731$ and $\coth(u/2)=1.431$, so

$$\sigma^2=0.0120\times1.431=0.0172\ \text{bohr}^2,\qquad \sigma=0.131\ \text{bohr}=6.9\ \text{pm}.$$

The classical estimate uses $kT=300\times3.1668\times10^{-6}=9.500\times10^{-4}$ hartree. It gives $\sqrt{kT/K}=\sqrt{9.500\times10^{-4}/0.06836}=0.118$ bohr.

The same arithmetic at three temperatures gives, with lengths in bohr:

| $T$ (K) | $u$ | $\coth(u/2)$ | $\sigma$ | classical rms | $\xi$ |
|---|---|---|---|---|---|
| 100 | 5.192 | 1.011 | 0.110 | 0.068 | 0.218 |
| 300 | 1.731 | 1.431 | 0.131 | 0.118 | 0.183 |
| 1000 | 0.519 | 3.938 | 0.218 | 0.215 | 0.111 |

Relative to the quantum rms, the classical one is too small by 38% at 100 K, 10% at 300 K and about 1% at 1000 K. The last figure agrees with the hot expansion: the rms correction is half the variance correction, $u^2/24=0.519^2/24=0.011$.

## 9. Where the Gaussian law fails

The result needs a quadratic potential. The classical limit shows why: there $P(x)\propto e^{-V(x)/kT}$, which is Gaussian only if $V$ is quadratic.

A molecular potential is not quadratic. Solving the one-dimensional vibrational problem at 300 K on the full computed NaCl curve, instead of its parabola, changes the distribution as follows:

- The mean bond length exceeds the equilibrium value by 0.018 bohr.
- The variance is 0.0177 bohr², which is 2.8% above the harmonic value.
- The skewness $\langle(x-\langle x\rangle)^3\rangle/\langle(x-\langle x\rangle)^2\rangle^{3/2}$ is 0.19, where a Gaussian has zero.

A potential even in $x$ gives an even thermal density, with no mean shift and no skewness. Both effects therefore require the part of the curve that is odd about its minimum. In the numerical check, replacing the curve by its parabola on the same grid reduces the skewness to about $10^{-6}$, so the grid is not its source.

At 300 K the harmonic formula thus describes the width in this model to a few per cent, but misses the lean towards longer bonds. At 1000 K the error is larger. On the same curve extended to cover 3.3 to 7.6 bohr, the rms displacement is 0.230 bohr against the harmonic 0.218, the variance is 12% higher and the skewness is 0.47. Anharmonicity there outweighs the 1% gap between the quantum and classical widths.

These figures are for a molecule without rotation. A gas molecule at 300 K rotates, and the centrifugal force stretches the bond by a further amount of about $2kT/Kr_e=0.006$ bohr, where $r_e$ is the equilibrium bond length. The mean shift then becomes 0.024 bohr, while the variance changes by about 1% and the skewness hardly at all.

The second assumption is canonical equilibrium. An oscillator prepared in one excited level does not obey (6), since its density has nodes, and a mixture of levels need not obey it, as the ratio $9/4$ shows. A ratio of 3 alone does not prove a Gaussian: weights $3/4$ and $1/4$ on $n=0$ and $n=2$ give 3, but $\langle x^6\rangle/\langle x^2\rangle^3=13.125$ instead of 15. Nor is equilibrium necessary for the Gaussian shape: after a sudden change of $\omega$ a thermal state stays Gaussian in $x$, with a width that varies in time and is no longer given by (6). The numerical check checks the density matrix, its moments and both limits against a Hamiltonian diagonalized on a grid.

## Values computed for the example and the checks

```
Mehler check at q=0.8, q'=-0.5, t=0.6 (dimensionless):
  sum over levels 0.35790723
  closed form     0.35790723
Model oscillator: M = 3.0 m_e, omega = 0.7 hartree/hbar
  u=0.3: grid variance 1.599189, formula 1.599189 bohr^2; <x^4>/<x^2>^2 = 3.00000
  u=1.5: grid variance 0.374865, formula 0.374865 bohr^2; <x^4>/<x^2>^2 = 3.00000
  u=6.0: grid variance 0.239279, formula 0.239279 bohr^2; <x^4>/<x^2>^2 = 3.00000
  hot: variance/(kT/M omega^2) at u=0.3 = 1.007489
  cold: variance/(hbar/2M omega) at u=6 = 1.004970
  <x^4>/<x^2>^2, level n=1 alone: 1.66667
  <x^4>/<x^2>^2, equal mixture n=0,1: 2.25000
NaCl stretch, RHF/def2-TZVP:
  isotope masses Na 22.98977, Cl 34.96885 u
  Boltzmann constant 3.166812e-06 hartree/K
  reduced mass 25284.7 m_e
  bond length 4.5047 bohr
  force constant 0.06836 hartree/bohr^2
  same from finite differences 0.06842 hartree/bohr^2
  hbar*omega 0.001644 hartree
  hbar*omega/k 519.2 K
  zero-point variance 0.012027 bohr^2
  zero-point rms 0.1097 bohr = 5.80 pm
  T=100 K: u=5.1921, coth(u/2)=1.0112, variance 0.012161 bohr^2
    rms 0.1103 bohr = 5.84 pm; classical rms 0.0681 bohr
    coherence length 0.2181 bohr
  T=300 K: u=1.7307, coth(u/2)=1.4306, variance 0.017205 bohr^2
    rms 0.1312 bohr = 6.94 pm; classical rms 0.1179 bohr
    coherence length 0.1834 bohr
  T=1000 K: u=0.5192, coth(u/2)=3.9382, variance 0.047363 bohr^2
    rms 0.2176 bohr = 11.52 pm; classical rms 0.2152 bohr
    coherence length 0.1105 bohr
Anharmonic check at 300 K on the full computed curve:
  largest fit error 9.0e-08 hartree
  mean shift 0.0179 bohr
  variance 0.017683 bohr^2
  variance / harmonic variance 1.0278
  skewness 0.188; harmonic control 1.2e-06
```
